# Surface hopping from the adiabatic gap: the Belyaev–Lebedev probability

## What the setting does

Programs for surface-hopping dynamics may offer a hop criterion that needs adiabatic energies but no nonadiabatic couplings. The gap $Z(t)$ between two neighbouring states is followed along the trajectory. Where it passes through a minimum, the trajectory changes state with probability

$$
p=\exp\left[-\frac{\pi}{2\hbar}\sqrt{\frac{Z_0^3}{Z''}}\right],
\tag{1}
$$

where $Z_0$ is the gap at the minimum and $Z''$ its second time derivative there. This is the Belyaev–Lebedev form of the Landau–Zener probability.

The gap is the only input, but it does not determine the dynamics by itself. Two uncoupled states with energies $\pm Z(t)/2$ never exchange population, whatever $Z(t)$ is. Equation (1) therefore contains an assumption about the Hamiltonian behind the gap: near the minimum, two states cross linearly in time with constant coupling.

The square root in (1) can be written $Z_0\tau$ with $\tau=\sqrt{Z_0/Z''}$, the time scale on which the gap opens. The exponent compares $Z_0\tau$ with $\hbar$. A large gap that opens slowly suppresses the hop.

## From a Hamiltonian to its gap

Take two states with a real Hamiltonian. A common energy shifts both states equally and is dropped:

$$
H(t)=\frac12\begin{pmatrix} z&x\\x&-z\end{pmatrix},\qquad
\mathbf w=(x,z),\qquad Z=|\mathbf w| .
$$

The eigenvalues are $\pm Z/2$. Differentiating $Z^2=\mathbf w\cdot\mathbf w$ once gives $ZZ'=\mathbf w\cdot\mathbf w'$, and again gives

$$
Z'^2+ZZ''=|\mathbf w'|^2+\mathbf w\cdot\mathbf w'' .
$$

At a minimum $Z'=0$, so

$$
Z_0Z''=|\mathbf w'|^2+\mathbf w\cdot\mathbf w''. \tag{2}
$$

Now assume that $\mathbf w$ moves on a straight line at constant speed. Then $\mathbf w''=0$ and $|\mathbf w'|=\sqrt{Z_0Z''}$. Because $\mathbf w\cdot\mathbf w'=0$ at the minimum, position and velocity are perpendicular there. A constant rotation of the electronic basis rotates $\mathbf w$ by a constant angle, and exchanging the basis states reverses $z$. Neither affects adiabatic transition probabilities. With $t=0$ at the minimum we may thus write

$$
H=\begin{pmatrix}\alpha t/2&V\\V&-\alpha t/2\end{pmatrix},\qquad
V=\frac{Z_0}{2},\qquad \alpha=\sqrt{Z_0Z''} . \tag{3}
$$

The straight-line assumption has turned two properties of the gap into a complete Hamiltonian.

## Solving the linear crossing

Set $\hbar=1$ for the moment. The amplitudes obey

$$
i\dot a=\tfrac{\alpha t}{2}a+Vb,\qquad i\dot b=Va-\tfrac{\alpha t}{2}b .
$$

Put $a=Ae^{-i\alpha t^2/4}$ and $b=Be^{-i\alpha t^2/4}$. Differentiating the phase contributes $\alpha t/2$ times the amplitude on each left side, hence

$$
i\dot A=VB,\qquad i\dot B=VA-\alpha tB .
$$

Differentiate the first equation and insert the second, then replace $VB$ by $i\dot A$:

$$
i\ddot A=V\dot B=-iV^2A+i\alpha tVB
\quad\Rightarrow\quad
\ddot A-i\alpha t\dot A+V^2A=0 .
$$

Since $t$ appears linearly, try $A=\int_C F(s)e^{st}ds$. In the middle term use $te^{st}=d(e^{st})/ds$ and integrate by parts. If $sFe^{st}$ vanishes at the ends of $C$, the equation holds when

$$
(s^2+V^2)F+i\alpha\frac{d(sF)}{ds}=0 .
$$

With $G=sF$ this reads $G'/G=is/\alpha+i\delta/s$, where $\delta=V^2/\alpha$. Therefore

$$
G=s^{i\delta}e^{is^2/2\alpha},\qquad
A=\int_C\frac{G}{s}e^{st}ds,\qquad
B=\frac{i\dot A}{V}=\frac iV\int_C Ge^{st}ds .
$$

Let $C$ run from infinity in the direction $-e^{i\pi/4}$ to infinity in the direction $e^{i\pi/4}$, passing above $s=0$. At both ends $is^2=-|s|^2$, so the boundary terms vanish. Along $C$ the argument of $s$ falls from $5\pi/4$ to $\pi/4$.

The exponent $st+is^2/2\alpha$ is stationary at $s_0=i\alpha t$. On the line $s=s_0+e^{i\pi/4}r$ it equals $i\alpha t^2/2-r^2/2\alpha$. For large $|t|$ the factor $s^{i\delta}$ hardly varies across this Gaussian, and the line contributes to $B$

$$
\frac iV e^{i\pi/4}\sqrt{2\pi\alpha}\;e^{i\alpha t^2/2}\,s_0^{\,i\delta},
\qquad |s_0^{\,i\delta}|=e^{-\delta\arg s_0} .
$$

**Late times.** For $t>0$ the line passes above the origin, so $C$ can be moved onto it, with $\arg s_0=\pi/2$. In $A$ the additional factor $1/s_0$ tends to zero. The system ends in state $b$, with

$$
|B(+\infty)|^2=\frac{2\pi}{\delta}e^{-\pi\delta}.
$$

**Early times.** For $t<0$ the line passes below the origin. Starting from its lower left end, where the argument is $5\pi/4$, it reaches the saddle at $\arg s_0=3\pi/2$ and ends at $9\pi/4$. To recover $C$ we must add a loop that comes in from the right, goes clockwise around the origin and returns to the right with its argument lowered by $2\pi$. Both arms can be laid along the positive real axis, where $e^{st}=e^{-|t|s}$ decays. Substituting $s=q/|t|$ shows that the loop contributes order $1/|t|$ to $B$, which vanishes, but order one to $A$. Thus

$$
|B(-\infty)|^2=\frac{2\pi}{\delta}e^{-3\pi\delta}.
$$

For large $|t|$ the loop integral in $A$ is, up to a phase, $\int q^{i\delta-1}e^{-q}dq$ around the loop. Integrating by parts turns it into $(1/i\delta)\int q^{i\delta}e^{-q}dq$, which is finite at the origin, so the loop can be shrunk onto the axis. The outgoing arm gives $\Gamma(1+i\delta)$. The incoming arm, with argument $2\pi$, gives $-e^{-2\pi\delta}\Gamma(1+i\delta)$. With $\Gamma(1+i\delta)=i\delta\,\Gamma(i\delta)$, the modulus is $|\Gamma(i\delta)|(1-e^{-2\pi\delta})$. Since $|\Gamma(i\delta)|^2=\pi/(\delta\sinh\pi\delta)$,

$$
|A(-\infty)|^2=\frac{2\pi}{\delta}\left(e^{-\pi\delta}-e^{-3\pi\delta}\right),
$$

and the total norm at early times equals that at late times, as it must.

This solution ends purely in $b$ and began with the fraction $e^{-2\pi\delta}$ in $b$. By unitarity that fraction is $|\langle b|U|b\rangle|^2$, the probability of staying in $b$. A $2\times2$ unitary matrix gives the same value for staying in $a$. State $a$ has energy $\alpha t/2$: it is the lower state at early times and the upper one at late times. Staying in a diabatic state is therefore an adiabatic hop.

Restoring $\hbar$ replaces $V$ and $\alpha$ by $V/\hbar$ and $\alpha/\hbar$, so $\delta=V^2/\hbar\alpha$. With (3),

$$
\frac{2\pi V^2}{\hbar\alpha}
=\frac{2\pi}{\hbar}\,\frac{Z_0^2/4}{\sqrt{Z_0Z''}}
=\frac{\pi}{2\hbar}\sqrt{\frac{Z_0^3}{Z''}},
$$

which is (1). Direct propagation with $\hbar=1$, $V=0.30$, $\alpha=1$ gives 0.56807, the same as (1) evaluated from three gap values. A second Hamiltonian with the same gap at every time, but with $\mathbf w$ turning through half the angle, gives 0.207. The gap cannot tell these two cases apart.

## What happens at each time step

Let $Z_-$, $Z$, $Z_+$ be successive gaps with $Z$ the smallest, and let $D=Z_+-2Z+Z_-$. The parabola through the points is

$$
Z(t)=Z+\frac{Z_+-Z_-}{2\Delta t}\,t+\frac{D}{2\Delta t^2}\,t^2 .
$$

Its curvature and its value at the vertex are

$$
Z''=\frac{D}{\Delta t^2},\qquad Z_0=Z-\frac{(Z_+-Z_-)^2}{8D}. \tag{4}
$$

The trajectory hops if a uniform random number between 0 and 1 is below $p$. An upward hop also needs enough kinetic energy to pay for the gap. In several dimensions the program needs a separate rule for the direction in which momentum is adjusted, because (1) does not supply one.

**Time step.** For the straight-line model, $Z=Z_0+\tfrac12Z''t^2-Z''^2t^4/8Z_0+\dots$. With the middle sample at the minimum, (4) underestimates $Z''$ by the relative amount $\Delta t^2Z''/4Z_0$, to leading order. The exponent is too large by half that fraction. Choose $\Delta t$ well below $\sqrt{Z_0/Z''}$.

**Very narrow crossings.** In the limit $V\to0$ the gap is $\alpha|t|$ and the correct $p$ is 1. The worst sampling has two equal smallest values, $\alpha\Delta t/2$, on either side of the crossing. Then $D=\alpha\Delta t$, $Z_0=\tfrac38\alpha\Delta t$, and the computed exponent is

$$
\frac{\pi}{2\hbar}\left(\frac38\right)^{3/2}\alpha\Delta t^2\approx0.36\,\frac{\alpha\Delta t^2}{\hbar}.
$$

Such crossings are followed correctly if $\alpha\Delta t^2\ll\hbar$.

**Noise.** An error $\varepsilon$ in the gap produces a spurious curvature of order $\varepsilon/\Delta t^2$, which grows as the step is shortened. Tighten the electronic convergence along with the step, and inspect minima that coincide with a jump in an energy.

## Single crossing: a worked case

The first of Tully's models has one coordinate $x$, mass 2000, and, in atomic units,

$$
V_{11}=-V_{22}=\mathrm{sgn}(x)\,A\left(1-e^{-B|x|}\right),\qquad V_{12}=Ce^{-Dx^2},
$$

with $A=0.01$, $B=1.6$, $C=0.005$, $D=1.0$. Here $\mathbf w=(2V_{12},\,V_{11}-V_{22})$. At $x=0$ it equals $(2C,0)$, its first derivative in $x$ is $(0,2AB)$, and the first component of its second derivative is $-4CD$. For motion in one coordinate, $Z''=v^2\,d^2Z/dx^2+\dot v\,dZ/dx$, and the last term vanishes at the minimum. Equation (2) becomes

$$
Z_0\frac{d^2Z}{dx^2}=4A^2B^2-8C^2D=(10.24-2.00)\times10^{-4}=8.24\times10^{-4}.
$$

The subtraction comes from the decay of the coupling away from the crossing. In several dimensions $\dot{\mathbf v}\cdot\nabla Z$ need not vanish when $\mathbf v\cdot\nabla Z$ does; (4) then includes it in $Z''$.

Let the particle enter on the lower state with momentum $k=20$. Its total energy is $400/4000-0.01=0.09$. On the mean of the two surfaces, which is zero here, the speed is $v=\sqrt{2(0.09)/2000}=0.009487$. The sampled gaps give $Z_0=0.01000$ hartree (0.272 eV) and $Z''=7.387\times10^{-6}$, so

$$
\frac{\pi}{2}\sqrt{\frac{10^{-6}}{7.387\times10^{-6}}}=0.578,\qquad p=e^{-0.578}=0.561 .
$$

Landau–Zener with the diabatic slope and coupling has the exponent $2\pi C^2/(2ABv)=0.517$ and gives 0.596. The two-channel quantum result is 0.493.

A tenfold time step changes $p$ from 0.561 to 0.552. This is larger than the estimate for a smooth gap, because the diabatic energies have a jump in curvature at $x=0$. There $4V_{11}^2=4A^2B^2x^2-4A^2B^3|x|^3+\dots$, and the cubic term makes the error of a second difference first order in the step. A small part of this error remains at the short step. The curvature $8.24\times10^{-4}$ found above gives $Z''=7.416\times10^{-6}$ and $p=0.562$ in the limit of zero step. All values of (1) quoted below for the single crossing come from sampled gaps and are low by up to 0.001 for this reason.

## How accurate is it?

Hop probabilities for the single crossing:

| $k$ | quantum | mean path | eq. (1) |
|---:|---:|---:|---:|
| 12 | 0.218 | 0.220 | 0.341 |
| 16 | 0.359 | 0.360 | 0.474 |
| 20 | 0.493 | 0.494 | 0.561 |
| 25 | 0.624 | 0.624 | 0.636 |
| 30 | 0.716 | 0.716 | 0.688 |

The third column propagates the electronic amplitudes along the classical path on the mean surface. It agrees with scattering to about 0.001, so the error of (1) lies in the hop model and not in the classical motion. At $k=12$ the formula is too high by 0.12, more than half of the quantum value.

The straight-line assumption must hold over the transition region. Equation (3) contains two times, $Z_0/\alpha$ and $\sqrt{\hbar/\alpha}$. Multiplied by $v$, they become lengths. With $g=\alpha/v=\sqrt{8.24\times10^{-4}}=0.0287$, these are

$$
\frac{Z_0}{g}=0.35,\qquad \sqrt{\frac{\hbar v}{g}}=0.57\quad(k=20),
$$

in bohr. The diabatic energies level off over $1/B=0.63$ bohr, which is not much longer. These lengths show that the assumption is strained; they do not predict the size of the error. From $k=25$ down to $k=12$ the error rises from 0.01 to 0.12, although the second length shrinks.

The cause can be tested by stretching the model: $A\to\lambda A$, $B\to B/\lambda$, $D\to D/\lambda^2$ at fixed speeds. Central slope and coupling stay the same, while the path of $\mathbf w$ becomes straighter. The largest error over the five momenta, relative to mean-path propagation, falls from 0.122 at $\lambda=1$ to 0.025 at 4 and 0.006 at 16. The stretching acts on the levelling-off of the diabatic energies and on the decay of the coupling together, so it does not show how much each contributes to the error.

The error must change sign at high enough speed. In the fast limit the phase between the diabatic states hardly changes while the coupling acts, and first-order perturbation theory gives the probability of leaving the diabatic state:

$$
1-P\approx\left(\frac{1}{\hbar v}\int V_{12}\,dx\right)^2=\frac{\pi C^2}{D\hbar^2v^2}.
$$

Equation (1) gives $1-p\propto1/v$, which is larger at sufficiently high speed. It then predicts too few hops. The table shows this sign at $k=30$, but that momentum is not yet in the fast limit. With $v^2=2(0.215)/2000$ the first-order estimate gives $1-P\approx0.37$, against 0.28 from scattering and 0.31 from (1), so it does not fix where the sign changes.

**Which speed?** If $Z''$ is taken along the active surface, upward and downward hops see different speeds. At $k=12$, equation (1) gives 0.374 up and 0.302 down. The quantum probabilities are both 0.218: time reversal together with the mirror symmetry of this model makes them equal. The mean surface restores the equality, with $p=0.341$, but does not remove the error.

## Two crossings: what hopping leaves out

The second model has $V_{11}=0$, $V_{22}=E_0-Ae^{-Bx^2}$ and $V_{12}=Ce^{-Dx^2}$, with $A=0.10$, $B=0.28$, $C=0.015$, $D=0.06$, $E_0=0.05$. The gap has two equivalent minima. For one passage, at five momenta from $k=20$ to 40, (1) is about 7 to 10% below mean-path propagation: 0.085 against 0.093 at $k=20$, and 0.294 against 0.327 at $k=40$.

To end on the upper state, a trajectory must hop at exactly one minimum. Independent hops give $p(1-p)+(1-p)p=2p(1-p)$. The electronic amplitudes behave differently. In the diabatic basis the Hamiltonian is real and symmetric, so each short-time factor is a symmetric matrix. If $W$ propagates the first half, the second half has the same factors in reverse order and is therefore $W^T$. Let the columns of the real matrices $R_\infty$ and $R_0$ be the adiabatic states at the far ends, where they are the same on both sides, and at the centre. Between adiabatic states the first half is then $u=R_0^TWR_\infty$, and the second is $R_\infty^TW^TR_0=u^T$. Up to a common phase,

$$
u=\begin{pmatrix}a&-b^*\\b&a^*\end{pmatrix},\quad |b|^2=p,\qquad
(u^Tu)_{21}=-ab^*+a^*b=2i\,\mathrm{Im}(a^*b),
$$

where $a$ and $b$ are now the elements of $u$. Hence

$$
P=4p(1-p)\sin^2\theta,\qquad \theta=\arg(a^*b). \tag{5}
$$

Waiting at the centre shifts $\theta$ in proportion to the waiting time. The average of $\sin^2\theta$ over a full cycle is $\tfrac12$, which returns $2p(1-p)$. Hopping with the same $p$ reproduces this phase average and misses the Stückelberg oscillation.

The loss is large at fixed energy. At $k=20$ the quantum probability is 0.045 and the hopping value 0.156; at $k=28$ they are 0.548 and 0.287. By (5), the probability vanishes whenever $\sin\theta=0$, while the hopping value does not. In a scan from 18 to 50 in steps of 0.5, the quantum value at the upper edge rounds to zero where hopping gives 0.469. The largest ratio of quantum to hopping probability in this scan is 2.12, at $k=30.5$. Equation (5) limits it to 2 when both use the same $p$; the excess reflects the underestimate of $p$ by (1).

## Choosing and checking the setting

- Use it when couplings are unavailable or costly and the gap has separate, well-resolved minima between two states, with other states far away.
- Do not use it for uncoupled states that approach and separate again without crossing. Equation (1) assigns them a hop that cannot occur. Uncoupled states that do cross are the limit $V\to0$ treated above, where $p=1$ is correct.
- Compare $Z_0/g$ and $\sqrt{\hbar v/g}$, with $g=\sqrt{Z_0Z''}/v$, with the distance over which the diabatic coupling and the slope of the diabatic energies stay nearly constant. If either length is not much shorter than this distance, treat $p$ as an estimate and check some passages by propagating amplitudes with couplings.
- For two passages, rely on an average over many phases, not on a probability at one energy. A spread of energies provides such an average if it covers many cycles of $\theta$ while $p$ changes little. With more passages, independent hops also require the phases between successive passages to vary independently. In a vibration that keeps returning through the same crossing the phases repeat, and interference can survive the average.
- Repeat some trajectories with half the time step. Probabilities that change point to a step that is too long or to noise in the gap. Stable ones are a necessary check, but they prove neither that the step is short enough nor that the crossing is linear.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Linear model (hbar=1): V = 0.30, rate = 1.00
  hop, propagated      = 0.56807
  hop, from three gaps = 0.56807
  same gap, half turn  = 0.20680
Mass = 2000 m_e
SAC: A=0.010 Eh, B=1.6/a0, C=0.005 Eh, D=1.0/a0^2
SAC hops: k(1/a0), quantum, electronic, gap formula
    12  0.2184  0.2196  0.3412
    16  0.3590  0.3599  0.4742
    20  0.4932  0.4936  0.5610
    25  0.6237  0.6239  0.6355
    30  0.7155  0.7156  0.6880
SAC stretched: factor, largest error of gap formula
     1  0.1218
     4  0.0250
    16  0.0056
SAC worked case, k = 20 /a0
  total energy      = 0.09000 Eh
  speed at crossing = 0.009487 a.u.
  Z0 = 0.010000 Eh = 0.2721 eV
  Z'' = 7.3865e-06 a.u.
  Z0*Z''/v^2 = 8.2072e-04 Eh^2/a0^2
  4A^2B^2-8C^2D = 8.2400e-04 Eh^2/a0^2
  exponent = 0.5780
  hop from gap = 0.5610
  Landau-Zener, diabatic input = 0.5961
  time step = 0.0051 fs
  hop with 10x time step = 0.5523
SAC k = 12 /a0, path on active surface:
  gap formula up 0.3735, down 0.3021
  quantum     up 0.2184, down 0.2184
DAC: A=0.10 Eh, B=0.28/a0^2, C=0.015 Eh
     D=0.06/a0^2, E0=0.05 Eh
DAC one passage: k(1/a0), electronic, gap formula
    20  0.0934  0.0853
    24  0.1384  0.1293
    28  0.1871  0.1735
    34  0.2601  0.2369
    40  0.3273  0.2939
DAC both: k(1/a0), quantum, electronic, phase mean, 2p(1-p)
    20  0.0446  0.0375  0.1694  0.1561
    24  0.1350  0.1416  0.2386  0.2250
    28  0.5483  0.5513  0.3042  0.2868
    34  0.6374  0.6358  0.3849  0.3614
    40  0.2917  0.2906  0.4404  0.4152
DAC scan, k = 18 to 50 /a0: extremes of quantum/2p(1-p)
  k=50.0: quantum 0.0000, 2p(1-p) 0.4692, ratio 0.000
  k=30.5: quantum 0.6809, 2p(1-p) 0.3205, ratio 2.124
Largest flux error = 8.6e-07
```
